Carrier gas flow that prevents condensation of a vaporised precursor

A vaporiser receives liquid precursor at a steady mass rate m = 0.1 g/min. The molar mass is M = 300 g/mol. The liquid evaporates completely and its vapour mixes with an inert carrier gas. The mixture flows through a heated line at total pressure P = 100 torr. At the coldest wall of the line the saturation pressure of the precursor is ps = 5 torr.

Treat the gas as ideal and well mixed unless a part says otherwise. The precursor neither decomposes nor associates, and the carrier does not dissolve in the liquid. Treat the given data as exact. One sccm is a flow of one cm³/min of ideal gas referred to T0 = 273.15 K and P0 = 760 torr, whatever the actual temperature and pressure of the gas. It therefore measures a molar flow.

For parts (c) and (e) to (h), use these rough values, chosen to resemble a volatile metal alkoxide: line temperature T = 363 K, heat of vaporisation L = 60 kJ/mol, and liquid molar volume Vl = 300 cm³/mol. The gas constant is R = 8.314 J/(mol K) = 62364 torr cm³/(mol K).

**Question (a).** Express the precursor flow, once evaporated, in sccm.

**Answer (a).** The molar feed is the mass rate divided by the molar mass:

F = m/M = 0.1/300 = 3.333 × 10⁻⁴ mol/min.

One mole of ideal gas at the reference conditions occupies

Vstd = R T0/P0 = 62364 × 273.15/760 = 22414 cm³/mol.

In steady flow with complete evaporation, the moles of vapour leaving each minute equal the moles of liquid entering. The vapour flow is therefore

Qp = F Vstd = 3.333 × 10⁻⁴ × 22414 = 7.471 sccm.

The precursor need not exist as a gas at 273.15 K and 760 torr for this to be meaningful. The reference state serves to count moles.

**Question (b).** Show from the Gibbs energy that, at equilibrium, no liquid forms if the precursor's partial pressure p does not exceed ps, and that liquid does form if p > ps. Then show that the carrier flow needed to avoid condensation is about 142 sccm.

**Answer (b).** Consider a parcel of gas at the wall temperature and at fixed total pressure. The chemical potential of the vapour is

μv = μ° + RT ln(p/p°),

where p° is a reference pressure and μ° depends on temperature alone. The liquid is in equilibrium with its vapour at pressure ps. Neglecting the small effect of total pressure on the liquid, which part (f) restores, we have

μl = μ° + RT ln(ps/p°).

Now move dn moles of precursor from vapour to liquid. At constant temperature and pressure the change in Gibbs energy is the sum of chemical potentials times changes in amount. The amount of carrier does not change, so

dG = (μl − μv) dn = RT ln(ps/p) dn.

If p > ps, the logarithm is negative, condensation lowers G, and liquid forms at equilibrium. If p < ps, the first liquid raises G. Removing vapour from a mixture also lowers p, so ln(ps/p) grows and each further amount of liquid costs more. The dry state is then the minimum of G. At p = ps the first-order change is zero, but the same argument shows that any finite amount of liquid raises G. The condition for a dry line is therefore

p ≤ ps.

This is an equilibrium criterion. A clean gas may stay supersaturated for a time because droplets are slow to nucleate, but a line should not rely on that. The criterion also refers to bulk liquid with a flat surface. A liquid that wets the wall can fill very narrow crevices below ps: for a surface tension of 0.025 N/m, a liquid molar volume of 300 cm³/mol and 363 K, pores of radius under about 36 nm fill at 87 % of saturation.

In a well-mixed steady flow the mole fraction of precursor is its share of the molar flow. With carrier flow Qc, both flows being in sccm,

y = Qp/(Qp + Qc),  p = yP = P Qp/(Qp + Qc).

Insert this into the criterion:

P Qp/(Qp + Qc) ≤ ps.

Multiply by Qp + Qc, which is positive and so preserves the inequality:

P Qp ≤ ps Qp + ps Qc.

Subtract ps Qp and divide by ps:

Qc ≥ Qp (P − ps)/ps = Qp (P/ps − 1).

For the given data,

Qc,min = 7.471 × (100/5 − 1) = 7.471 × 19 ≈ 142 sccm.

As a check that does not use this formula, the Gibbs energy of vapour, carrier and liquid was written as a function of the amount of liquid. The carrier flow at which its slope at zero liquid vanishes was then found numerically. For the same data it is 141.96 sccm, in agreement.

The total flow at the limit is Qp + Qc,min = 149.4 sccm, which is 20 Qp. The carrier supplies 19 of these 20 parts and the precursor supplies the remaining one. When P is much larger than ps, the 1 in the bracket may be dropped; here that would overstate the carrier by about 5 %.

At the other extreme, if P ≤ ps, then p ≤ P ≤ ps even for pure vapour, and no carrier is needed to prevent condensation. A carrier may still be wanted for transport or for evaporation.

The reference temperature of a flow controller matters. If its standard is 20 °C instead of 0 °C, the same molar flow is shown as 142.0 × 293.15/273.15 ≈ 152 cm³/min.

**Question (c).** A colleague objects that the line temperature should appear in the answer, because hot gas occupies more volume. Rederive the result from the density of saturated vapour and settle the objection.

**Answer (c).** An ideal vapour at its saturation pressure has ps/(RT) moles per unit volume, and hence the mass density

ρs = M ps/(RT) = 300 × 5/(62364 × 363) = 6.626 × 10⁻⁵ g/cm³.

To carry the mass rate m without exceeding this density, the gas must have at least the actual volume flow

V = m/ρs = m RT/(M ps) = 0.1/(6.626 × 10⁻⁵) = 1509 cm³/min.

This is the flow of the whole mixture at 363 K and 100 torr. At fixed molar flow, volume is proportional to T/P, so conversion to reference conditions multiplies by (P/P0)(T0/T):

Qtot = [m RT/(M ps)] (P/P0)(T0/T) = (m/M)(R T0/P0)(P/ps) = Qp P/ps.

The temperature has cancelled. Numerically,

Qtot = 1509 × (100/760) × (273.15/363) = 149.4 sccm.

Subtracting the precursor's own 7.5 sccm leaves 142 sccm of carrier, as before.

The colleague is right that the actual volume flow depends on T. At fixed ps and P, however, a hotter gas holds fewer moles per unit volume in the same proportion as its volume flow rises. Temperature affects the required molar flow through ps. In a real line that dependence is strong, as part (e) shows.

**Question (d).** The carrier is set to half the minimum found in (b), with everything else unchanged. What fraction of the precursor condenses if the gas reaches equilibrium with the coldest wall?

**Answer (d).** Let x be the condensed fraction. The precursor remaining in the gas has flow (1 − x)Qp. By part (b), condensation lowers G until the partial pressure has fallen to ps. Hence

(1 − x)Qp/[(1 − x)Qp + Qc] = ps/P.

Cross-multiply:

(1 − x)Qp P = ps (1 − x)Qp + ps Qc.

Collect the terms in (1 − x)Qp on the left:

(1 − x)Qp (P − ps) = ps Qc.

Solve for x, and recognise Qp(P − ps)/ps as Qc,min:

x = 1 − (Qc/Qp) ps/(P − ps) = 1 − Qc/Qc,min.

This holds for 0 ≤ Qc ≤ Qc,min; above the limit x = 0. At half the minimum, Qc = 71.0 sccm and x = 50 %. Half of the feed, 0.05 g/min, would collect as liquid.

The limits are sensible. At Qc = Qc,min nothing condenses. As Qc tends to zero everything condenses, because pure vapour held at 100 torr lies far above its saturation pressure of 5 torr. Between these limits the loss grows linearly with the shortfall in carrier. If the gas leaves before reaching equilibrium with the wall, less than x condenses.

**Question (e).** Find the new minimum carrier flow for each of the following changes, made one at a time: (i) a section of wall is 5 K colder than the 363 K at which ps = 5 torr; (ii) the liquid feed rises slowly by 20 %; (iii) the pressure in an upstream section is 110 torr, with the same wall temperature.

**Answer (e).** For (i) we need ps at 358 K. Along the coexistence curve the chemical potentials of liquid and vapour stay equal. With dμ = −S dT + V dp for one mole of each phase, this gives

dps/dT = (Sv − Sl)/(Vv − Vl) = L/[T(Vv − Vl)],

because the entropy of vaporisation is L/T. The liquid volume is negligible beside the vapour volume RT/ps, so

d(ln ps)/dT = L/(RT²).

Taking L as constant over 5 K and integrating from T1 to T2,

ln(p2/p1) = −(L/R)(1/T2 − 1/T1).

With T1 = 363 K and T2 = 358 K, the bracket is 3.848 × 10⁻⁵ K⁻¹ and L/R is 7217 K. Hence

ln(p2/p1) = −0.278,  p2 = 5 × exp(−0.278) = 3.79 torr.

The required carrier is

Qc = 7.471 × (100/3.79 − 1) ≈ 190 sccm.

A local drop of 5 K raises the requirement by about a third.

For (ii), "slowly" means that the feed changes little while gas passes through the line, so the steady formula applies at each moment. The minimum carrier is proportional to Qp:

Qc = 1.2 × 142.0 ≈ 170 sccm.

For (iii), at fixed ps,

Qc = 7.471 × (110/5 − 1) = 7.471 × 21 ≈ 157 sccm.

Compression raises the partial pressure of every component. A line can therefore condense upstream, where the pressure is higher, while a section at the same wall temperature downstream stays dry.

**Question (f).** Estimate the error made by treating the gas as ideal and the liquid as unaffected by total pressure. Take rough second virial coefficients Bpp = −3000 cm³/mol for precursor pairs and Bpc = −100 cm³/mol for precursor–carrier pairs, and set the carrier–carrier coefficient to zero.

**Answer (f).** To leading order in pressure, a gas of n = np + nc moles has volume

V = nRT/P + nB,  nB = (np² Bpp + 2 np nc Bpc)/n.

Since ∂G/∂P = V at fixed temperature and composition, integrating the extra volume from zero pressure adds nBP to the ideal Gibbs energy. The extra chemical potential of the precursor is P times the derivative of nB with respect to np. Since n also contains np,

∂(nB)/∂np = 2y Bpp + 2(1 − y)Bpc − [y² Bpp + 2y(1 − y)Bpc].

The coefficient of Bpp is 2y − y² = 1 − (1 − y)². That of Bpc is 2(1 − y)(1 − y). Therefore

∂(nB)/∂np = Bpp + (1 − y)² D,  D = 2Bpc − Bpp = 2800 cm³/mol.

Up to the same constant, the two chemical potentials are now

μv = RT ln(yP) + P[Bpp + (1 − y)² D],

μl = RT ln ps + Bpp ps + Vl(P − ps).

The first two terms of μl are the potential of pure vapour at saturation. The last is the rise in chemical potential of a liquid of fixed molar volume when its pressure goes from ps to P. Setting μv = μl at the onset of condensation and collecting terms gives

ln(yP/ps) = [(Vl − Bpp)(P − ps) − P(1 − y)² D]/(RT).

The right-hand side is small, so y = 0.05 may be used there:

(3300 × 95 − 100 × 0.9025 × 2800)/(62364 × 363) = (313500 − 252700)/(2.264 × 10⁷) ≈ 0.0027.

The gas can hold about 0.27 % more precursor than the ideal estimate. Since Qc/Qp = 1/y − 1, the minimum carrier changes by −0.28 % relative to the ideal result, or about −0.4 sccm. The two terms in the numerator are 1.4 % and 1.1 % of RT and largely cancel. The cancellation is built in: Bpp appears in both terms, and its net weight is only 95 − 90.25 = 4.75 torr because the precursor is dilute. The digits still depend on the coefficients; with Bpp = −10000 and Bpc = −300 cm³/mol the carrier shift is about −0.6 %. With coefficients this rough, the safe conclusion is that the correction is of order 1 % or less, far below the effect of a 5 K cold spot.

**Question (g).** Find the power needed to evaporate the feed, taken as already warmed to the line temperature. How far would the carrier cool if it alone supplied this heat? Take nitrogen at 142 sccm, with molar heat capacity 7R/2.

**Answer (g).** The evaporation heat per minute is F L = 3.333 × 10⁻⁴ × 60000 = 20 J/min, or 0.33 W. A feed that enters colder needs further heat to warm the liquid, which is not counted here. The carrier's molar flow is 142.0/22414 = 6.33 × 10⁻³ mol/min, and its heat capacity per mole is 3.5 × 8.314 = 29.1 J/(mol K). A fall of 1 K therefore releases 0.184 J/min, and the cooling would be

20/0.184 ≈ 109 K.

This is a scale, not a predicted temperature. With such cooling the saturation pressure would collapse and evaporation would stop well before completion. If the carrier enters at 363 K and is the sole source of heat, the energy balance together with ps(T) from part (e) gives evaporation of only about 23 % of the feed, with a cooling of about 25 K. The power is small, but 142 sccm of carrier entering near the line temperature cannot provide it; on the same balance, complete evaporation would take about 630 sccm. At flows near the minimum, heat must be supplied, most simply by heating the vaporiser.

There is a related limit on complete evaporation. Liquid evaporates while the partial pressure above it is below its own saturation pressure. At the 142 sccm limit the precursor's partial pressure in the outgoing gas is 5 torr, so liquid at the wall temperature of 363 K would have no remaining drive to evaporate. The vaporiser must be hotter than the coldest wall, or the carrier flow must exceed the minimum.

**Question (h).** Choose the carrier flow so that the partial pressure is half of ps under the nominal conditions. Does the line stay dry if all three changes of part (e) occur together? Comment on how the model compares with a real delivery line.

**Answer (h).** Replace ps by ps/2 in the formula of part (b):

Qc = Qp (2P/ps − 1) = 7.471 × 39 ≈ 291 sccm.

This is slightly more than twice the minimum, because the 1 in the bracket does not double. The nominal partial pressure is 2.50 torr. With the carrier held at 291 sccm, the feed raised by 20 % and the pressure at 110 torr,

p = 110 × (1.2 × 7.471)/(1.2 × 7.471 + 291.4) = 3.28 torr.

The wall at 358 K has a saturation pressure of 3.79 torr, so the line stays dry. The margin is modest: p has reached about 87 % of saturation. Half saturation is thus adequate for disturbances of these sizes, but it is not a general guarantee. The precursor delivery remains 0.1 g/min in nominal operation; the price of the margin is a more dilute gas.

The numbers are chosen to resemble direct liquid injection of a metal alkoxide for oxide film growth, but the added properties are rough and describe no particular compound. At the same molar feed, a less volatile precursor needs more carrier, nearly in proportion to 1/ps when P is much larger than ps. One assumption that needs checking in a real line is that the coldest wall is known: valves, fittings and gaps in the heating can be colder than the set temperature, and 5 K moves the answer from 142 to 190 sccm. Decomposition and association depend on the compound and are not estimated here. If decomposition leaves a solid deposit, extra carrier chosen by this vapour-pressure criterion does not guarantee a clean line, and raising the wall temperature to gain margin may make matters worse.

The main input values and results are collected in the numerical output.

Computed results

```
Liquid feed: 0.1 g/min
Molar mass: 300 g/mol
Total pressure: 100 torr
Saturation pressure: 5 torr
Molar feed: 3.333e-04 mol/min
Standard molar volume (0 C, 1 atm): 22414 cm3/mol
Precursor vapour flow: 7.471 sccm
Factor P/psat - 1: 19
Minimum carrier flow: 141.96 sccm
Same from Gibbs energy: 141.96 sccm
Total flow at the limit: 149.4 sccm
Carrier reading if standard is 20 C: 152.3 cm3/min
Half the minimum carrier: 71.0 sccm
Fraction condensed there: 50.0 %
Line temperature (rough): 363 K
Saturated vapour density: 6.626e-05 g/cm3
Actual volume flow in line: 1509 cm3/min
Heat of vaporisation (rough): 60 kJ/mol
Cold wall temperature: 358 K
Saturation pressure at cold wall: 3.79 torr
Carrier needed with cold wall: 190 sccm
Feed surge: 20 %
Carrier needed with surge: 170 sccm
Higher line pressure: 110 torr
Carrier needed at higher pressure: 157 sccm
Liquid molar volume (rough): 300 cm3/mol
Virial coefficient, precursor (rough): -3000 cm3/mol
Virial coefficient, cross (rough): -100 cm3/mol
Virial coefficient, carrier (set): 0 cm3/mol
Carrier change from non-ideality: -0.28 %
Evaporation power: 0.33 W
Carrier cooling if it alone gave the heat: 109 K
Design carrier at half saturation: 291 sccm
Design partial pressure: 2.50 torr
Partial pressure, surge + high pressure: 3.28 torr
```
